# Vacuum Potential of Alternating Out-of-Plane Dipole Stripes

## I. The ideal stripe pattern

### Definitions and conventions

A thin insulating sheet lies in the plane $z=0$ with vacuum on both sides. It carries an electric dipole moment per unit area directed along the surface normal. The moment density $p(x)$ is positive when it points toward $+z$, and it does not depend on $y$. Its unit is $\mathrm{C\,m/m^2}=\mathrm{C/m}$.

The sheet is divided into parallel stripes of equal width $L/2$, in which $p$ takes the values $+p_0$ and $-p_0$ in turn. The full period, one up stripe and one down stripe, is $L$. With the origin at the centre of an up stripe,

$$
p(x)=\begin{cases}+p_0, & |x|<L/4,\\ -p_0, & L/4<|x|<L/2,\end{cases}
\qquad p(x+L)=p(x),\qquad k=\frac{2\pi}{L}. \tag{1}
$$

Four idealizations hold throughout this half. The pattern extends without limit in the plane, the walls between stripes are sharp, the dipole layer has negligible thickness, and there is no free charge or other material nearby. The electrostatic potential $\phi$ is measured from its value far above the sheet. SI units are used, with lengths in nm and potentials in mV in the numerical example.

### From Coulomb's law to a line kernel

A point dipole of moment $\mu$ along $+z$, placed at $(x',y',0)$, produces the potential $\mu z/(4\pi\varepsilon_0R^3)$, where $R$ is the distance to the field point. It is positive above the dipole, on the side of the positive charge. An area element of the sheet has moment $p(x')\,dx'\,dy'$, so

$$
\phi(x,z)=\frac{1}{4\pi\varepsilon_0}\int_{-\infty}^{\infty}\!dx'\,p(x')\int_{-\infty}^{\infty}\!dy'\,
\frac{z}{(a^2+y'^2)^{3/2}},\qquad a^2=(x-x')^2+z^2. \tag{2}
$$

The field point has been put at $y=0$, which is allowed because nothing depends on $y$. In the inner integral set $y'=a\tan\theta$. Then $dy'=a\sec^2\theta\,d\theta$ and $(a^2+y'^2)^{3/2}=a^3\sec^3\theta$, which gives

$$
\int_{-\infty}^{\infty}\frac{dy'}{(a^2+y'^2)^{3/2}}
=\frac{1}{a^2}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=\frac{2}{a^2}.
$$

The potential is therefore

$$
\phi(x,z)=\frac{1}{2\pi\varepsilon_0}\int_{-\infty}^{\infty}p(x')\,
\frac{z}{(x-x')^2+z^2}\,dx'. \tag{3}
$$

For $z>0$ a second substitution, $x'=x+z\tan\alpha$, shows what this integral means. Since $dx'=z\sec^2\alpha\,d\alpha$ and the denominator becomes $z^2\sec^2\alpha$, all factors except $p$ cancel:

$$
\phi(x,z)=\frac{1}{2\pi\varepsilon_0}\int_{-\pi/2}^{\pi/2}p(x+z\tan\alpha)\,d\alpha. \tag{4}
$$

Apart from the factor $1/(2\varepsilon_0)$, the potential is the average of the dipole density over the viewing angle $\alpha$. Half of the weight comes from $|\alpha|<\pi/4$, a strip of width $2z$ directly below the field point. When this strip is much narrower than a stripe and the field point is not close to a wall, the observer sees mainly one sign of $p$. When it spans several stripes, the two signs nearly cancel.

### The value at the sheet

Let $z\to0^+$ in Eq. (4), at a point $x$ that is not on a wall. For every fixed $\alpha$ inside the interval, $p(x+z\tan\alpha)\to p(x)$, and the integrand never exceeds $p_0$ in magnitude. The limit may then be taken under the integral:

$$
\phi(x,0^+)=\frac{p(x)}{2\varepsilon_0}. \tag{5}
$$

The kernel in Eq. (3) is odd in $z$, so $\phi(x,-z)=-\phi(x,z)$. The value just below the sheet is $-p(x)/(2\varepsilon_0)$, and the step across the sheet is $p(x)/\varepsilon_0$. Half of this step appears on each side because the surroundings are symmetric. Equation (4) also gives the bound $|\phi|\le p_0/(2\varepsilon_0)$ at every height, which will select the physical solution of Laplace's equation.

### Fourier components of the stripes

The density is even about $x=0$, so its Fourier series has a mean and cosines but no sines. The mean vanishes because the two widths are equal. For $n\ge1$,

$$
\begin{aligned}
p_n&=\frac{2}{L}\int_{-L/2}^{L/2}p(x)\cos(nkx)\,dx\\
&=\frac{4p_0}{L}\left[\int_0^{L/4}\cos(nkx)\,dx-\int_{L/4}^{L/2}\cos(nkx)\,dx\right]\\
&=\frac{4p_0}{Lnk}\left[\sin\frac{n\pi}{2}-\left(\sin n\pi-\sin\frac{n\pi}{2}\right)\right]
=\frac{4p_0}{\pi n}\sin\frac{n\pi}{2}.
\end{aligned} \tag{6}
$$

The last step uses $\sin n\pi=0$ and $Lk=2\pi$. Even $n$ gives zero. For odd $n=2m+1$ the sine equals $(-1)^m$, and

$$
p(x)=\frac{4p_0}{\pi}\sum_{m=0}^{\infty}\frac{(-1)^m}{2m+1}\cos[(2m+1)kx]. \tag{7}
$$

### Decay of each harmonic

Above the sheet there is no charge, so $\partial_x^2\phi+\partial_z^2\phi=0$. Equation (3) shows that $\phi$ inherits the period and the evenness of $p$. Define its cosine coefficients

$$
f_n(z)=\frac{2}{L}\int_{-L/2}^{L/2}\phi(x,z)\cos(nkx)\,dx .
$$

Differentiate twice with respect to $z$, replace $\partial_z^2\phi$ by $-\partial_x^2\phi$, and integrate by parts twice in $x$. The end terms cancel by periodicity, and the two derivatives now acting on the cosine give $-(nk)^2$. Hence

$$
f_n''(z)=(nk)^2f_n(z),\qquad f_n(z)=C_ne^{-nkz}+D_ne^{+nkz}. \tag{8}
$$

Since $\phi$ is bounded, $D_n=0$. The remaining constant is the value at the sheet, which Eq. (5) fixes as $C_n=p_n/(2\varepsilon_0)$. For the laterally uniform component, Laplace's equation allows a constant plus a term linear in $z$. Boundedness removes the linear term, and the zero mean of $p$ removes the constant. Using Eq. (7),

$$
\phi(x,z)=\frac{2p_0}{\pi\varepsilon_0}\sum_{m=0}^{\infty}\frac{(-1)^m}{2m+1}
\cos[(2m+1)kx]\,e^{-(2m+1)kz},\qquad z>0. \tag{9}
$$

The term $m=0$ is the leading harmonic:

$$
\phi_1(x,z)=A\cos\!\left(\frac{2\pi x}{L}\right)e^{-2\pi z/L},
\qquad A=\frac{2p_0}{\pi\varepsilon_0}. \tag{10}
$$

This is the decay law of the leading harmonic. Its length scale is $1/k=L/(2\pi)$, about one sixth of the period. The exponent follows from Laplace's equation: a potential that oscillates along $x$ with wave number $k$ has lateral curvature $-k^2\phi$, which must be balanced by vertical curvature $+k^2\phi$. The next harmonic present has wave number $3k$ and decays three times as fast.

### Closed form

The series can be summed. Let $w=e^{-kz+ikx}$, for which $|w|<1$ when $z>0$. The real part of $w^{2m+1}$ is $e^{-(2m+1)kz}\cos[(2m+1)kx]$, and the power series of the arctangent is $\arctan w=\sum_m(-1)^mw^{2m+1}/(2m+1)$. Thus Eq. (9) reads

$$
\phi=\frac{2p_0}{\pi\varepsilon_0}\,\mathrm{Re}\arctan w
=\frac{p_0}{\pi\varepsilon_0}\left(\arctan w+\arctan w^*\right). \tag{11}
$$

Call the sum in brackets $\Theta$. The addition theorem for the tangent gives

$$
\tan\Theta=\frac{w+w^*}{1-ww^*}
=\frac{2e^{-kz}\cos kx}{1-e^{-2kz}}=\frac{\cos kx}{\sinh kz}.
$$

This leaves a multiple of $\pi$ undetermined. At large $z$, $\Theta\to0$. As $z$ is lowered, $\Theta$ changes continuously and its tangent stays finite for all $z>0$, so $\Theta$ cannot cross $\pm\pi/2$. The principal value is the right one:

$$
\phi(x,z)=\frac{p_0}{\pi\varepsilon_0}\arctan\!\left[\frac{\cos kx}{\sinh kz}\right],\qquad z>0. \tag{12}
$$

As $z\to0^+$ the argument tends to $\pm\infty$ according to the sign of $\cos kx$, and $\phi\to\pm p_0/(2\varepsilon_0)$, in agreement with Eq. (5). For $kz\gg1$ the argument is small and $1/\sinh kz\simeq2e^{-kz}$, which returns Eq. (10).

### Where the leading harmonic suffices

Above the centre of an up stripe $w=e^{-kz}$ is real, and Eq. (11) becomes

$$
\phi(0,z)=A\arctan\!\left(e^{-kz}\right). \tag{13}
$$

Its series alternates in sign, with terms of decreasing size. The error made by keeping the first term is therefore positive and smaller than the second term:

$$
0<\phi_1(0,z)-\phi(0,z)<\frac{A}{3}e^{-3kz}. \tag{14}
$$

Relative to $\phi_1$, the error is less than $e^{-2kz}/3$.

The local decay rate of the full potential differs from $k$ near the sheet. Differentiating Eq. (13) gives

$$
-\frac{d\ln\phi(0,z)}{dz}=k\,\frac{u}{(1+u^2)\arctan u},\qquad u=e^{-kz}. \tag{15}
$$

Because $\arctan u=\int_0^u dt/(1+t^2)>u/(1+u^2)$, this rate is below $k$ at every finite height. It rises from $2k/\pi$ at the sheet toward $k$ far away. A decay length read from data taken above a stripe centre and close to the sheet would thus exceed $L/(2\pi)$. This does not hold at every $x$: near a wall, at heights where $|\cos kx|\ll\sinh kz$, Eq. (12) gives $\phi\propto1/\sinh kz$, whose decay rate $k\coth kz$ is larger than $k$.

### Lateral field

Differentiating Eq. (12), with $\partial_x(\cos kx/\sinh kz)=-k\sin kx/\sinh kz$, gives

$$
E_x=-\frac{\partial\phi}{\partial x}
=\frac{p_0k}{\pi\varepsilon_0}\,\frac{\sin kx\,\sinh kz}{\sinh^2kz+\cos^2kx}. \tag{16}
$$

Above the wall at $x=L/4$ this reduces to

$$
E_x\!\left(\tfrac{L}{4},z\right)=\frac{p_0k}{\pi\varepsilon_0\sinh kz}. \tag{17}
$$

The field points from the up stripe to the down stripe, from high to low potential. For $kz\ll1$ it approaches $p_0/(\pi\varepsilon_0z)$, which does not contain $L$: close to a wall the neighbouring walls do not matter. The divergence at $z\to0$ comes from the assumed sharpness of the wall.

### Numerical example

Take $p_0=2.00\ \mathrm{pC/m}$ and $L=100\ \mathrm{nm}$. The wave number is $k=2\pi/L=0.06283\ \mathrm{nm^{-1}}$ and the decay length is $15.92\ \mathrm{nm}$. A tenfold reduction of the leading harmonic takes $\ln10/k=36.65\ \mathrm{nm}$. The step across the sheet is

$$
\frac{p_0}{\varepsilon_0}=\frac{2.00\times10^{-12}\ \mathrm{C/m}}{8.854\times10^{-12}\ \mathrm{F/m}}=225.9\ \mathrm{mV},
$$

so the potential just above an up stripe is $112.9\ \mathrm{mV}$. The leading amplitude extrapolated to the sheet is $A=2(225.9\ \mathrm{mV})/\pi=143.8\ \mathrm{mV}$. It exceeds the true surface value because the higher harmonics subtract from it there.

At $z=20\ \mathrm{nm}$, for instance, $\phi_1=143.8\,e^{-0.06283\times20}=40.93\ \mathrm{mV}$. The table compares Eqs. (13) and (10) above an up-stripe centre; the excess is relative to the full potential.

| $z$ (nm) | full (mV) | leading (mV) | excess (%) |
|---:|---:|---:|---:|
| 5 | 90.7 | 105.0 | 15.8 |
| 10 | 70.5 | 76.7 | 8.9 |
| 20 | 39.9 | 40.9 | 2.6 |
| 50 | 6.21 | 6.21 | 0.06 |
| 100 | 0.269 | 0.269 | 0.0001 |

Solving $\phi_1/\phi=1.01$ by numerical root finding gives $z=27.8\ \mathrm{nm}$, or $0.278L$. Above this height the single exponential is accurate to better than 1% over the stripe centres. Close to a wall it is less accurate: there Eq. (12) gives $\phi_1/\phi\to1-e^{-2kz}$, about 3% low at the same height. The leading amplitude falls to $1\ \mathrm{mV}$ at $z=\ln(143.8)/k=79.1\ \mathrm{nm}$.

At $5\ \mathrm{nm}$ above a sharp wall, Eq. (17) gives, with $p_0/(\pi\varepsilon_0)=A/2$,

$$
E_x=\frac{(143.8/2)\times0.06283}{\sinh(0.06283\times5)}\ \mathrm{mV/nm}
=14.15\ \mathrm{mV/nm}=0.1415\ \mathrm{MV/cm}.
$$

## II. Departures from the ideal pattern

### Symbols and results carried over

The sheet lies at $z=0$, the period is $L$, and $k=2\pi/L$. The dipole density has magnitude $p_0$, and the potential step across a uniform region is $p_0/\varepsilon_0$. In vacuum, a dipole component $p_n\cos(nkx)$ produces

$$
\phi_n=\frac{p_n}{2\varepsilon_0}\cos(nkx)\,e^{-nkz},\qquad z>0. \tag{18}
$$

For ideal equal stripes $p_n=(4p_0/\pi n)\sin(n\pi/2)$, and the leading amplitude is $A=2p_0/(\pi\varepsilon_0)$. In the example $p_0/\varepsilon_0=225.9\ \mathrm{mV}$, $A=143.8\ \mathrm{mV}$, $L=100\ \mathrm{nm}$ and $k=0.06283\ \mathrm{nm^{-1}}$. The potential in terms of the line kernel is

$$
\phi(x,z)=\frac{1}{2\pi\varepsilon_0}\int_{-\infty}^{\infty}p(x')\frac{z}{(x-x')^2+z^2}\,dx'. \tag{19}
$$

The equations are linear. A change that is uniform along the plane, such as a flat substrate, cannot mix harmonics; it multiplies each one by its own factor. In the vacuum above all material the dependence $e^{-nkz}$ then survives, because it follows from Laplace's equation there.

### Unequal widths

Let up stripes occupy a fraction $f$ of each period, so that $p=+p_0$ for $|x|<fL/2$. The mean density is $\bar p=fp_0-(1-f)p_0=(2f-1)p_0$. For $n\ge1$, adding the constant $p_0$ to $p$ leaves the Fourier coefficient unchanged and makes the density $2p_0$ in the up stripes and zero elsewhere:

$$
p_n=\frac{2}{L}\int_{-fL/2}^{fL/2}2p_0\cos(nkx)\,dx
=\frac{8p_0}{Lnk}\sin\frac{nkfL}{2}=\frac{4p_0}{\pi n}\sin(n\pi f). \tag{20}
$$

Three things change. The fundamental is multiplied by $\sin\pi f$, even harmonics may appear, and there is a uniform term

$$
\phi_{\rm offset}=\frac{\bar p}{2\varepsilon_0}=\frac{(2f-1)p_0}{2\varepsilon_0}, \tag{21}
$$

which does not decay above an infinite sheet. Here zero potential means the average of the values far above and far below. For $f=0.55$ the offset is $0.10\times225.9/2=11.3\ \mathrm{mV}$, while the fundamental is multiplied by $0.9877$, a reduction of only about 1%. At $z=50\ \mathrm{nm}$ the equal-width fundamental is $6.2\ \mathrm{mV}$, already below this offset. With this choice of zero, the whole potential decays exponentially only for equal widths; with unequal widths, only its laterally varying part does. If the potential is instead measured from its value far above the infinite sheet, as in Part I, the offset drops out in the upper half-space and appears entirely below the sheet.

On a finite sheet the offset also falls eventually. For uniform density $\bar p$ on $|x'|<X$, Eq. (19) at $x=0$ gives $(\bar p/\pi\varepsilon_0)\arctan(X/z)$. This is close to $\bar p/(2\varepsilon_0)$ for $z\ll X$ and decreases once $z$ is comparable with $X$.

### Smooth walls

Suppose that an isolated wall has the profile $\tanh(x/w)$ in place of a sign change. This profile is the sign function convolved with

$$
g(s)=\frac{1}{2w}\,\mathrm{sech}^2\frac{s}{w}, \tag{22}
$$

because $\int_{-\infty}^{x}g\,ds-\int_x^\infty g\,ds=\tfrac12[1+\tanh(x/w)]-\tfrac12[1-\tanh(x/w)]$. Convolving the whole stripe pattern with $g$ smooths every wall. Since $g$ is even, convolution multiplies $\cos qx$ by $G(q)=\int g(s)\cos(qs)\,ds$.

To evaluate $G$, set $s=wt$ and $Q=qw$, so that $G=I/2$ with $I=\int_{-\infty}^{\infty}\mathrm{sech}^2t\,e^{iQt}dt$. Integrate the same function around the rectangle with long sides on $\mathrm{Im}\,t=0$ and $\mathrm{Im}\,t=\pi$. On the upper side $\mathrm{sech}^2t$ repeats itself and the exponential gains the factor $e^{-\pi Q}$, so the contour integral is $(1-e^{-\pi Q})I$. The enclosed pole is at $t=i\pi/2$. With $t=i\pi/2+\tau$, $\cosh t=i\sinh\tau$, and near the pole

$$
\mathrm{sech}^2t\,e^{iQt}=-\frac{e^{-\pi Q/2}}{\tau^2}\,(1+iQ\tau+\cdots).
$$

The residue is $-iQe^{-\pi Q/2}$. The residue theorem gives $(1-e^{-\pi Q})I=2\pi Qe^{-\pi Q/2}$, hence $I=\pi Q/\sinh(\pi Q/2)$. For harmonic $n$, where $q=nk$,

$$
G_n=\frac{\pi nkw/2}{\sinh(\pi nkw/2)}. \tag{23}
$$

High harmonics are suppressed most. For $w=5\ \mathrm{nm}$ the factor on the fundamental is $0.9605$, a loss of 4%.

The field close to a wall is affected more. Differentiating the harmonic series at $x=L/4$ cancels each factor $1/n$, and the product of the two alternating signs is positive:

$$
E_x\!\left(\tfrac L4,z\right)=Ak\sum_{n\ \rm odd}G_n\,e^{-nkz}. \tag{24}
$$

Summing the first 50 odd harmonics at $z=5\ \mathrm{nm}$ gives $0.099\ \mathrm{MV/cm}$, against $0.142\ \mathrm{MV/cm}$ for sharp walls.

### Finite separation of the charges

A dipole layer consists of charge planes a distance $d$ apart. A plane at $z'$ with charge density $\sigma\cos kx$ has the potential $(\sigma/2\varepsilon_0k)\cos kx\,e^{-k|z-z'|}$. Its normal field changes by $\sigma\cos kx/\varepsilon_0$ across the plane, as Gauss's law requires. Put $+\sigma$ at $d/2$ and $-\sigma$ at $-d/2$. Above both planes the amplitude is

$$
\frac{\sigma}{2\varepsilon_0k}\left(e^{kd/2}-e^{-kd/2}\right)e^{-kz}
=\frac{\sigma d}{2\varepsilon_0}\,\frac{\sinh(kd/2)}{kd/2}\,e^{-kz}. \tag{25}
$$

With $\sigma d$ as the dipole density, the last fraction is the correction. For $d=0.33\ \mathrm{nm}$ it is $1.00002$, which is negligible because the separation is tiny compared with the decay length.

### A dielectric substrate

Let an isotropic dielectric of relative permittivity $\varepsilon$ fill the region $z<-h$, and let $P$ be the amplitude of one dipole harmonic of wave number $k$. Below the sheet its own potential is $-(P/2\varepsilon_0)e^{kz}$. At the substrate surface this equals $I_s=-(P/2\varepsilon_0)e^{-kh}$.

Add a reflected part $Re^{-k(z+h)}$ in the vacuum and write the potential in the substrate as $Te^{k(z+h)}$. Continuity of the potential and of the normal displacement at $z=-h$ requires

$$
I_s+R=T,\qquad I_s-R=\varepsilon T. \tag{26}
$$

Eliminating $T$ gives $R=-\beta I_s$ with $\beta=(\varepsilon-1)/(\varepsilon+1)$. The reflected part continues through the sheet, and above it the total is

$$
\frac{P}{2\varepsilon_0}e^{-kz}\left[1+\beta e^{-2kh}\right]. \tag{27}
$$

The image dipole points the same way as the real one, so the potential above is enhanced. The factor approaches 2 for a sheet very close to a substrate of very large permittivity. For silicon dioxide with $\varepsilon=3.9$ and $h=0.33\ \mathrm{nm}$, half the sheet thickness used below, it is $1.568$.

### Dielectric response of the sheet

Now let the dipole layer lie at the middle of a free-standing slab of thickness $t$, with in-plane permittivity $\varepsilon_\parallel$ and normal permittivity $\varepsilon_\perp$. The density $p_0$ remains defined by the uniform potential step $p_0/\varepsilon_0$. It therefore already includes screening along the normal in a uniform domain, and only the effect of lateral variation is sought.

Inside the slab, Gauss's law for one harmonic reads $\varepsilon_\perp\phi''=\varepsilon_\parallel k^2\phi$. Define

$$
\kappa=k\sqrt{\varepsilon_\parallel/\varepsilon_\perp},\qquad
g_s=\sqrt{\varepsilon_\parallel\varepsilon_\perp},\qquad s=t/2-z. \tag{28}
$$

Outside, $\phi=Ce^{-k(z-t/2)}$. Inside the upper half,

$$
\phi=C\left[\cosh\kappa s+\frac{1}{g_s}\sinh\kappa s\right]. \tag{29}
$$

The two expressions agree at $s=0$. There the inner slope is $\partial_z\phi=-C\kappa/g_s$, and $\varepsilon_\perp\kappa=kg_s$, so the displacement also matches the outer value $-kC$.

By antisymmetry about the mid-plane, the potential just above the dipole layer is half its step, $P/(2\varepsilon_0)$. Setting $s=t/2$ in Eq. (29) fixes $C$. Relative to the ideal result $(P/2\varepsilon_0)e^{-kz}$, the outer potential carries the factor

$$
F=\frac{e^{kt/2}}{\cosh(\kappa t/2)+g_s^{-1}\sinh(\kappa t/2)}
\simeq1+\frac{kt}{2}\left(1-\frac1{\varepsilon_\perp}\right). \tag{30}
$$

The approximation is first order in $kt$ and uses $\kappa/g_s=k/\varepsilon_\perp$. When both permittivities equal 1, $F=1$. For $t=0.66\ \mathrm{nm}$, $\varepsilon_\parallel=7.0$ and $\varepsilon_\perp=3.3$, $F=1.014$.

With the slab resting directly on the substrate, the factors (27) and (30) need not simply multiply, since each was derived without the other dielectric. The combined case was obtained by solving

$$
-\frac{d}{dz}\left(\varepsilon_\perp\frac{d\phi}{dz}\right)+k^2\varepsilon_\parallel\phi=\frac{\rho}{\varepsilon_0} \tag{31}
$$

with a finite-volume method. The charge planes stood at $\pm0.165\ \mathrm{nm}$, the mesh was $0.001\ \mathrm{nm}$, and decaying solutions were matched at both ends. The factor is $1.5745$; halving the mesh moves it by about $3\times10^{-9}$. Including the wall factor gives $1.5745\times0.9605=1.51$. At $20\ \mathrm{nm}$ the leading amplitude becomes about $62\ \mathrm{mV}$ in place of $41\ \mathrm{mV}$, with the same decay length.

### A finite number of stripes

Exponential cancellation relies on the pattern continuing sideways. Consider an array on $|x|<X$ whose central and two end stripes are all up. Relative to the infinite pattern, what is missing on the right begins with a down stripe at $X$. Let $K(x')=z/(x'^2+z^2)$ and $q(x')=\int_X^{x'}p\,dx''$. The function $q$ is a triangular wave between $0$ and $-p_0L/2$, with mean $-p_0L/4$. Integration by parts gives

$$
\int_X^\infty pK\,dx'=-\int_X^\infty qK'\,dx'
\simeq\frac{p_0L}{4}\int_X^\infty K'\,dx'=-\frac{p_0L}{4}K(X). \tag{32}
$$

The end terms vanish because $q(X)=0$ and $K(\infty)=0$. Replacing $q$ by its mean is justified when $K'$ varies little over one period, which holds for $X\gg L$. Removing both missing sides changes the sign and doubles the result. With the prefactor of Eq. (19),

$$
\phi_{\rm edge}(0,z)\simeq\frac{p_0L}{4\pi\varepsilon_0}\frac{z}{X^2+z^2}
\simeq\frac{p_0Lz}{4\pi\varepsilon_0X^2}\qquad(z\ll X). \tag{33}
$$

The first form grows with height up to $z=X$ and then falls only as $1/z$, while the harmonic decays exponentially, so the edge term wins eventually. Its size depends on how the array ends: with one up and one down end stripe, the two edge contributions have opposite signs and nearly cancel near the middle. For 201 stripes, $X=201\times25=5025\ \mathrm{nm}$. Numerical integration of Eq. (19) over the array, minus the infinite-pattern potential, gives edge terms of $7.1$, $10.7$ and $14.2\ \mathrm{\mu V}$ at heights of $100$, $150$ and $200\ \mathrm{nm}$. The leading harmonic there is $268.5$, $11.6$ and $0.50\ \mathrm{\mu V}$. In this array the exponential law describes the total potential well at $100\ \mathrm{nm}$ and fails by $200\ \mathrm{nm}$.

### Relation to a real bilayer

The chosen parameters are order-of-magnitude inputs meant to resemble bilayer hexagonal boron nitride in parallel stacking, an insulating ferroelectric that can be placed next to a two-dimensional channel. There the sign of $p$ follows the lateral registry of the two layers. The period and wall width depend on twist and strain, and the domains need not be straight stripes; $100\ \mathrm{nm}$ is an illustrative choice. The value of $p_0$ is an assumed round number, not a computed or measured property of the material, and an error of a factor of two is not excluded. For quantitative use it should be replaced by a converged calculation or a measurement; all potentials and fields above scale in proportion to it. Among the corrections to the fundamental evaluated above, the largest for these parameters comes from the substrate: a silicon dioxide support many decay lengths thick raises it by about 57%. A conductor beneath a thin oxide raises it further, to a factor of about $1.72$ for $10\ \mathrm{nm}$ of oxide. The model also keeps the moment strictly normal to the sheet, whereas the walls of a real bilayer can carry an in-plane moment. If that moment is normal to the wall, has the profile $p_\parallel\,\mathrm{sech}(x/w)$ and reverses from one wall to the next, its bound charge changes the fundamental by the fraction $\pm(\pi^2w/L)\,\mathrm{sech}(\pi kw/2)\,p_\parallel/p_0$ of $A$, which is $0.44\,p_\parallel/p_0$ for $w=5\ \mathrm{nm}$. This leaves the decay length unchanged but can far exceed the 4% wall correction of Eq. (23). A conducting channel or gate above the sheet is a different boundary-value problem, because mobile charge rearranges to screen the lateral field. The vacuum amplitudes above should not be used as the potential inside such a channel.
